# Why a larger source can resolve a grating that on-axis coherent light cannot

## Question

I am computing aerial images of equal lines and spaces at a wavelength of 193 nm with a lens of NA = 0.60. My working rule has been that more coherent illumination gives more contrast, so I shrink the source towards a point on the axis when I want a crisp image.

At a pitch of 400 nm this works. At 300 nm the image of the small source is completely flat, and the lines appear when I open the source. Is my calculation wrong? If it is right, what does the larger source do that the coherent one cannot, and should I then open it as far as it goes?

## Answer

Your calculation is right. The rule fails because shrinking the source changes two things together: the light becomes more coherent, and the oblique directions of incidence disappear. At 300 nm you need the oblique directions.

### Which orders reach the wafer

I assume scalar light of one wavelength, an ideal lens in focus, and a long grating on a thin mask, so that the order amplitudes do not depend on the angle of incidence. Lengths are at wafer scale, and the clear-field intensity is 1.

Put $x=0$ at the centre of a clear space. The mask transmits for $|x|<p/4$ in each period $p$, so order $m$ has the amplitude

$$a_m=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi m x}{p}\,dx=\frac{\sin(m\pi/2)}{m\pi}.$$

Hence $a_0=1/2$ and $a_1=a_{-1}=1/\pi\approx0.318$.

Measure directions in the pupil in units of NA, so that the pupil is the unit disc. A source point $\mathbf s=(s_x,s_y)$ sends order $m$ to $(s_x+mq,\;s_y)$, where

$$q=\frac{\lambda}{p\,\mathrm{NA}}.$$

For your grating $q=193/(300\times0.60)=1.072$. With $\mathbf s=0$ the first orders land at $\pm1.072$, outside the pupil. Only the zero order arrives, and one beam cannot interfere with itself to make fringes: $I=a_0^2=0.25$ everywhere. The modulation is zero for every pitch below $\lambda/\mathrm{NA}=321.7$ nm.

### The image from a disc source

Now take a uniform disc $|\mathbf s|\le\sigma$ with $\sigma\le1$, whose points are mutually incoherent. Each point forms its own image, and the intensities are averaged. For $q>1$:

- The zero order always passes, because $|\mathbf s|\le1$.
- Order $+1$ passes if $(s_x+q)^2+s_y^2\le1$, which requires $s_x\le1-q<0$.
- Order $-1$ requires $s_x\ge q-1>0$, so no source point passes both first orders.
- Orders with $|m|\ge2$ lie at a distance of at least $2q-\sigma>1$ from the pupil centre and are blocked.

Let $f$ be the fraction of the source that passes order $+1$. By mirror symmetry the same fraction passes order $-1$. A point that passes one first order gives

$$\left|a_0+a_1e^{\pm2\pi i x/p}\right|^2=a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}.$$

The tilt of the incident wave multiplies both beams by the same phase factor and drops out. The cosine is even, so both signs give the same fringes, and these add without cancelling. The remaining fraction $1-2f$ gives the flat intensity $a_0^2$. The average is

$$I(x)=(1-2f)a_0^2+2f\left(a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}\right)$$
$$\phantom{I(x)}=a_0^2+2fa_1^2+4fa_0a_1\cos\frac{2\pi x}{p}.$$

With $C=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ this becomes

$$C=\frac{4fa_0a_1}{a_0^2+2fa_1^2},\qquad \frac{dC}{df}=\frac{4a_0^3a_1}{(a_0^2+2fa_1^2)^2}>0.$$

So contrast rises with $f$, and the rest is geometry.

### How much of the source is useful

The fraction $f$ is the overlap of the source disc with a unit disc whose centre is a distance $q$ away, divided by the source area. There is an overlap if $\sigma+1>q$, so the grating is resolved when

$$\sigma>q-1,\qquad\text{or}\qquad p>\frac{\lambda}{\mathrm{NA}(1+\sigma)}.$$

Your grating needs $\sigma>0.072$. A source with $\sigma=0.05$ is already partially coherent, yet its image is as flat as that of the point.

To find the overlap area $A$, draw the triangle formed by the two centres and one intersection of the circles. Its sides are $\sigma$, $1$ and $q$. Let $\phi$ be its angle at the source centre and $\psi$ its angle at the other centre. The law of cosines gives

$$\cos\phi=\frac{q^2+\sigma^2-1}{2q\sigma},\qquad \cos\psi=\frac{q^2+1-\sigma^2}{2q}.$$

Both angles are acute for $q>1\ge\sigma$, so the common chord lies between the centres. The overlap consists of two circular segments, each a sector minus a triangle. The sectors have areas $\sigma^2\phi$ and $\psi$. The two triangles together form a kite with diagonals $q$ and $2\sin\psi$, whose area is $q\sin\psi$. Therefore

$$A=\sigma^2\phi+\psi-q\sin\psi,\qquad f=\frac{A}{\pi\sigma^2}.$$

For $\sigma=0.6$ the angles are $\phi=1.1635$ and $\psi=0.5835$ (radians), and

$$A=0.36\times1.1635+0.5835-1.0722\,\sin(0.5835)=0.412,$$
$$f=\frac{0.412}{\pi\times0.36}=0.364.$$

The mean intensity is $0.25+2(0.364)(0.318)^2=0.324$, and the fringe amplitude is $4(0.364)(0.5)(0.318)=0.232$. The intensity thus swings between about 0.092 and 0.556, with

$$C=\frac{0.232}{0.324}=0.716.$$

A direct sum over source points and orders gives the same contrast to three digits. With this source the smallest resolved pitch is $193/(0.60\times1.6)=201$ nm, although the contrast goes to zero as that limit is approached.

### Should the source be opened fully?

Not necessarily. When the radius grows by $d\sigma$, the overlap gains a strip along the part of the source rim that lies inside the other disc. That arc has length $2\sigma\phi$, so $dA/d\sigma=2\sigma\phi$ and

$$\frac{df}{d\sigma}=\frac{1}{\pi}\left(\frac{2\phi}{\sigma}-\frac{2A}{\sigma^3}\right)=\frac{2}{\pi\sigma^3}\left(\sigma^2\phi-A\right)=\frac{2}{\pi\sigma^3}\left(q\sin\psi-\psi\right).$$

The condition $\sigma^2\phi>A$ is the same as $\phi/\pi>f$. Enlarging the source helps as long as its rim contains a larger share of useful points than the disc as a whole.

At the threshold $\psi=0$. As $\sigma$ grows, $\psi$ grows and $\sin\psi/\psi$ falls from 1, so the slope can change sign only once, from positive to negative. If this happens before $\sigma=1$, the maximum is at

$$\psi=q\sin\psi,\qquad \sigma^2=1+q^2-2q\cos\psi.$$

For $q=1.072$ this gives $\psi=0.642$ and $\sigma=0.66$, with $C=0.717$. The peak is broad: $C$ is 0.709 at $\sigma=0.5$ and 0.697 at $\sigma=1$. In focus, crossing the threshold by a good margin matters far more here than hitting the optimum.

The limit $\delta=q-1\ll1$ shows what competes. For $\delta\ll\sigma\ll1$, the edge of the shifted disc near the source centre is the curve $s_x\approx\delta+s_y^2/2$. The useful region is half the source minus the strip between $s_x=0$ and this curve:

$$f\approx\frac12-\frac{1}{\pi\sigma^2}\int_{-\sigma}^{\sigma}\left(\delta+\frac{s_y^2}{2}\right)ds_y=\frac12-\frac{2\delta}{\pi\sigma}-\frac{\sigma}{3\pi}.$$

The first loss comes from the central gap and shrinks as the source grows. The second comes from the curvature of the pupil edge and increases. Setting the derivative to zero gives $2\delta/\sigma^2=1/3$, or $\sigma\approx\sqrt{6\delta}$, which is also 0.66 for your grating.

For finer pitches the optimum moves outwards. It reaches $\sigma=1$ when $\cos\psi=q/2$, which turns $\psi=q\sin\psi$ into $\psi=2\cos\psi\sin\psi=\sin2\psi$. The nonzero root is $\psi=0.948$, so $q=2\cos\psi=1.167$ and $p=275.6$ nm. Below that pitch, and as long as $q<2$, contrast rises from the threshold all the way to the full disc. At 250 nm it is 0.179 for $\sigma=0.4$ and 0.514 for $\sigma=1$.

### Obliquity, not incoherence

To separate the two effects, use one coherent beam but tilt it to $\mathbf s=(-q/2,0)$. The zero order enters the pupil at $-q/2=-0.536$ and order $+1$ at $+0.536$. Order $-1$ falls at $-3q/2$ and is blocked. Two beams interfere, and

$$C=\frac{2a_0a_1}{a_0^2+a_1^2}=\frac{0.318}{0.25+0.101}=0.906.$$

This source is fully coherent, and it beats every centred disc at this pitch. The disc formula would give the same value at $f=1/2$, but a disc cannot reach it: its points with $|s_x|<q-1$ pass neither first order and add only a flat background.

### Why the rule works at 400 nm

There $q=0.804$, and an on-axis beam sends three orders through the lens. The second orders vanish for this mask, and the third are blocked. The field is

$$E(x)=a_0+2a_1\cos\frac{2\pi x}{p}=\frac12+\frac2\pi\cos\frac{2\pi x}{p}.$$

Since $2/\pi>1/2$, the field passes through zero, so $I_{\min}=0$ and $C=1$. Source points with $|\mathbf s|\le1-q=0.196$ still pass all three orders and give the same image, so a slightly larger source costs nothing. Beyond that radius some points lose a first order. Their intensity is nowhere zero, being at least $(a_0-a_1)^2$ with two beams and $a_0^2$ with one. They fill in the dark minima, and $C$ drops below 1: it is 0.964 at $\sigma=0.3$ and 0.859 at $\sigma=1$.

Your rule therefore holds at 400 nm, where the on-axis first orders pass the lens. It breaks down for $p<\lambda/\mathrm{NA}$, where they miss the pupil.

### Limits of these results

The contrast here is that of the aerial image, not of the developed resist. Out of focus, the two beams from a general source point acquire different phases. The fringes from different points then shift against one another, and the formula for $C$ no longer applies. The best radius changes too: at 300 nm pitch and 200 nm defocus it moves out to about 0.8, with $C\approx0.60$ there against 0.51 at $\sigma=0.5$. Because the in-focus maximum is so flat, its position is also sensitive to the angle-dependent amplitude (obliquity) factor of the lens, which is left out here. Including it for unpolarized light and a 4× reduction lens moves the best radius at 300 nm to about 0.6 and the crossover pitch below 270 nm. Polarization matters too, even at NA = 0.60. In the tilted-beam example both beams meet the wafer at an angle $\theta$ to the axis, with $\sin\theta=\lambda/(2p)=0.322$. If the electric field points along the lines, the scalar result holds. If it lies in the plane of the two beams, the fields are no longer parallel, the fringe amplitude in air is multiplied by $\cos2\theta=0.793$, and the contrast falls from 0.906 to 0.72. The scalar contrasts given here are therefore too high for unpolarized light. A grating of only a few lines has orders of finite angular width, which softens the sharp cutoff.

The numerical output below lists the contrast for more source radii at all three pitches.

## Computed values

```
wavelength: 193 nm
numerical aperture: 0.60
pitch: 300 nm
wavelength/NA: 321.7 nm
order spacing q: 1.0722
mask amplitude a0: 0.5000
mask amplitude a1: 0.3183
on-axis coherent intensity: 0.2500
on-axis coherent contrast, 300 nm: 0.0000
on-axis coherent contrast, 330 nm: 1.0000
threshold source radius q-1: 0.0722
example source radius: 0.6
  phi: 1.1635 rad
  psi: 0.5835 rad
  overlap area: 0.4116 (NA units squared)
  fraction f: 0.3640
  mean intensity, formula: 0.3238
  cosine amplitude, formula: 0.2317
  maximum intensity, source sum: 0.5555
  minimum intensity, source sum: 0.0920
  contrast, formula: 0.7157
  contrast, source sum: 0.7158
smallest pitch at this radius: 201.0 nm
pitch 300 nm: sigma, f (formula), contrast (source sum)
  0.05  0.0000  0.000
  0.10  0.0808  0.193
  0.20  0.2589  0.545
  0.30  0.3206  0.648
  0.50  0.3593  0.709
  0.80  0.3618  0.713
  1.00  0.3517  0.697
psi at best radius: 0.6423 rad
best source radius: 0.6577
small-offset estimate of best radius: 0.6583
fraction f at best radius: 0.3645
contrast at best radius: 0.717
tilted coherent beam position: -0.5361 (NA units)
tilted coherent beam contrast: 0.9060
crossover psi: 0.9477 rad
crossover spacing q: 1.1670
crossover pitch: 275.6 nm
pitch 250 nm, q = 1.2867: sigma, contrast
  0.2  0.000
  0.4  0.179
  0.6  0.384
  0.8  0.474
  1.0  0.514
pitch 400 nm, q = 0.8042: sigma, contrast
  0.0  1.000
  0.3  0.964
  0.6  0.934
  1.0  0.859
```
